# Why polar nitride wells emit slowly and shift blue with current: a program that tests the result

```python
"""Result under test: in a polar quantum well the polarisation field F separates
electron and hole. Their envelope overlap M follows, for wide wells,
  M = k_r Ai(k_r d) / (sqrt(k_e k_h) Ai'(-a1)^2),  k_i = (2 m_i F)^(1/3),
with k_r built from the reduced mass, d = L - a1/k_e - a1/k_h, L the well width
and -a1 the first zero of Ai. Injected pairs of sheet density n partly screen F,
which raises both M and the photon energy.
Atomic units inside; input and output in eV and angstrom unless labelled.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.special import airy, ai_zeros

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10

# Round model parameters
mass_e, mass_h = 0.2, 1.8
epsilon = 10.0
sigma_A = 0.0011          # polarisation charge, e per square angstrom
gap_eV = 2.9
lifetime_flat_ns = 1.0    # radiative lifetime in the field-free well
screen_width_A = 40.0

sigma = sigma_A * BOHR**2
field = 4 * np.pi * sigma / epsilon
field_eVA = field * HARTREE / BOHR
reduced = mass_e * mass_h / (mass_e + mass_h)
zeros = ai_zeros(1)
a1, slope_at_zero = -zeros[0][0], zeros[3][0]


def lowest(potential, mass, step, count=1):
    """Lowest energies and normalised positive ground state, hard outer walls."""
    kinetic = 1 / (mass * step**2)
    off = np.full(len(potential) - 1, -0.5 * kinetic)
    energies, vectors = eigh_tridiagonal(
        kinetic + potential, off, select="i", select_range=(0, count - 1))
    psi = vectors[:, 0]
    return energies, psi * np.sign(psi.sum()) / np.sqrt(step)


def bare_well(width_A, force, me, mh, points=800):
    """Empty hard-wall well: edge energy above the gap, overlap, grid data."""
    width = width_A / BOHR
    step = width / (points + 1)
    z = step * np.arange(1, points + 1)
    ee, pe = lowest(force * z, me, step)
    eh, ph = lowest(-force * z, mh, step)
    return ee[0] + eh[0], np.sum(pe * ph) * step, z, step, pe, ph


def wavenumber(mass, force):
    return (2 * mass * force) ** (1 / 3)


def crossover(force, me, mh):
    return a1 / wavenumber(me, force) + a1 / wavenumber(mh, force)


def airy_overlap(width_A, force, me, mh):
    ke, kh = wavenumber(me, force), wavenumber(mh, force)
    kr = wavenumber(me * mh / (me + mh), force)
    d = width_A / BOHR - crossover(force, me, mh)
    return kr * airy(kr * d)[0] / (np.sqrt(ke * kh) * slope_at_zero**2)


# Field of two charge sheets: atomic units against SI
field_SI = sigma_A * 1e20 * const.e / (epsilon * const.epsilon_0) * 1e-10
assert abs(field_eVA / field_SI - 1) < 1e-6

# Convolution of two Airy functions by quadrature
ke, kh, kr = (wavenumber(m, field) for m in (mass_e, mass_h, reduced))
u_line = np.linspace(-600, 800, 40001)
distance = 50.0
direct = np.sum(airy(ke * u_line)[0] * airy(kh * (distance - u_line))[0])
direct *= u_line[1] - u_line[0]
assert abs(direct / (kr / (ke * kh) * airy(kr * distance)[0]) - 1) < 1e-5

# Wide-well law against diagonalization, for two mass pairs.
# Tolerance: the far walls cut off tails that the law keeps.
for me, mh in ((mass_e, mass_h), (0.4, 0.4)):
    for width_A in (60.0, 80.0, 100.0):
        numeric = bare_well(width_A, field, me, mh)[1]
        assert abs(numeric / airy_overlap(width_A, field, me, mh) - 1) < 0.05

# Leading exponential form, including its algebraic prefactor
critical = crossover(field, mass_e, mass_h)
d80, d100 = 80 / BOHR - critical, 100 / BOHR - critical
log_numeric = np.log(bare_well(100.0, field, mass_e, mass_h)[1]
                     / bare_well(80.0, field, mass_e, mass_h)[1])
log_law = (-2 / 3 * np.sqrt(2 * reduced * field) * (d100**1.5 - d80**1.5)
           - 0.25 * np.log(d100 / d80))
assert abs(log_numeric / log_law - 1) < 0.03

# Local decay rate of the squared overlap at 60 angstrom
arg60 = kr * (60 / BOHR - critical)
decay_law = -2 * kr * airy(arg60)[1] / airy(arg60)[0] / BOHR
decay_numeric = -np.log(bare_well(61.0, field, mass_e, mass_h)[1]
                        / bare_well(59.0, field, mass_e, mass_h)[1])
assert abs(decay_numeric / decay_law - 1) < 0.05

# Weak field: the loss of squared overlap contains the total mass
weak = field / 100
loss_numeric = 1 - bare_well(40.0, weak, mass_e, mass_h)[1] ** 2
mixing = (32 * (mass_e + mass_h) * weak * (40 / BOHR) ** 3
          / (27 * np.pi**4))
assert abs(loss_numeric / mixing**2 - 1) < 0.02

# Slow envelopes factor out of a cell-periodic momentum density of mean one
_, m_bare, z, h, psi_e, psi_h = bare_well(40.0, field, mass_e, mass_h)
cell = 5.0 / BOHR
with_cell = np.sum(psi_e * psi_h * (1 + np.cos(2 * np.pi * z / cell))) * h
assert abs(with_cell / m_bare - 1) < 0.02


def finite_well(width_A, barrier_e_eV=0.6, barrier_h_eV=0.3):
    """Finite, field-free barriers; energies count from each triangle's bottom."""
    width, pad = width_A / BOHR, 30 / BOHR
    step = 0.1 / BOHR
    x = np.arange(-pad + step / 2, width + pad, step)
    ramp = field * np.clip(x, 0, width)
    outside = (x < 0) | (x > width)
    ee, pe = lowest(ramp + outside * barrier_e_eV / HARTREE, mass_e, step)
    eh, ph = lowest(field * width - ramp + outside * barrier_h_eV / HARTREE,
                    mass_h, step)
    return np.sum(pe * ph) * step, width - (ee[0] + eh[0]) / field


# Finite barriers keep the same decay law, with their own turning points
m_f60, d_f60 = finite_well(60.0)
m_f80, d_f80 = finite_well(80.0)
finite_numeric = np.log(m_f80 / m_f60)
finite_law = np.log(airy(kr * d_f80)[0] / airy(kr * d_f60)[0])
assert abs(finite_numeric / finite_law - 1) < 0.06


def screened_well(width_A, force, density_A, points=400):
    """Self-consistent Hartree solution with equal electron and hole densities."""
    density = density_A * BOHR**2
    width = width_A / BOHR
    step = width / (points + 1)
    x = step * np.arange(1, points + 1)
    kernel = -2 * np.pi / epsilon * np.abs(x[:, None] - x[None, :]) * step
    carriers = np.zeros(points)
    for _ in range(800):
        total = force * x + carriers
        ee, pe = lowest(total, mass_e, step, 2)
        eh, ph = lowest(-total, mass_h, step, 2)
        updated = kernel @ (density * (pe**2 - ph**2))
        if np.max(np.abs(updated - carriers)) < 1e-10:
            break
        carriers = carriers + 0.2 * (updated - carriers)
    else:
        raise AssertionError("self-consistency not reached")
    # Only the lowest subbands may be filled at low temperature
    assert ee[1] - ee[0] > np.pi * density / mass_e
    assert eh[1] - eh[0] > np.pi * density / mass_h
    return dict(edge=ee[0] + eh[0], overlap=np.sum(pe * ph) * step,
                separation=np.sum(x * (ph**2 - pe**2)) * step,
                total=total, step=step, x=x, pe=pe, ph=ph)


empty = screened_well(screen_width_A, field, 0.0)

# First-order blueshift from the enclosed charge of the empty-well states
tiny_A = 1e-6
tiny = screened_well(screen_width_A, field, tiny_A)
enclosed = cumulative_trapezoid(empty["pe"]**2 - empty["ph"]**2,
                                empty["x"], initial=0)
shift_law = (4 * np.pi * tiny_A * BOHR**2 / epsilon
             * np.sum(enclosed**2) * empty["step"])
assert shift_law > 0
assert abs((tiny["edge"] - empty["edge"]) / shift_law - 1) < 0.01

# Control: without polarisation carriers cause no such shift and no overlap loss
control_0 = screened_well(screen_width_A, 0.0, 0.0)
control_n = screened_well(screen_width_A, 0.0, 1e-3)
assert abs(control_n["edge"] - control_0["edge"]) < 1e-8
assert abs(control_n["overlap"] - 1) < 1e-6

# Band filling: fill the states of a large square box and average the pair energy
box = 6000.0
n_test = 1e-3 * BOHR**2
index = np.arange(-70, 71)
k_squared = (2 * np.pi / box) ** 2 * (index[:, None]**2 + index[None, :]**2)
filled = np.sort(k_squared.ravel())[: int(round(n_test * box**2 / 2))]
fill_numeric = np.mean(filled) / (2 * reduced)
assert abs(fill_numeric / (np.pi * n_test / (2 * reduced)) - 1) < 0.01

# Density series
edge_flat = gap_eV + HARTREE * control_0["edge"]
densities_A = [0.0, 1e-5, 1e-4, 3e-4, 1e-3]
rows = []
for density_A in densities_A:
    state = screened_well(screen_width_A, field, density_A)
    density = density_A * BOHR**2
    width = screen_width_A / BOHR
    potential = state["total"]
    left = (potential[1] - potential[0]) / state["step"]
    right = (potential[-1] - potential[-2]) / state["step"]
    assert abs(left / field - 1) < 0.01 and abs(right / field - 1) < 0.01
    drop = potential[-1] - potential[0] + 2 * state["step"] * field
    drop_law = (4 * np.pi / epsilon
                * (sigma * width - density * state["separation"]))
    assert abs(drop / drop_law - 1) < 2e-3 and drop > 0
    edge_eV = gap_eV + HARTREE * state["edge"]
    fill_eV = HARTREE * np.pi * density / (2 * reduced)
    squared = state["overlap"] ** 2
    lifetime = lifetime_flat_ns * edge_flat / (edge_eV * squared)
    current = const.e * density_A * 1e16 / (lifetime * 1e-9)
    rows.append((density_A, edge_eV, fill_eV, squared,
                 state["separation"] * BOHR, drop * HARTREE, lifetime, current))
table = np.array(rows)
for column, direction in ((1, 1), (3, 1), (4, -1), (5, -1), (6, -1), (7, 1)):
    assert np.all(direction * np.diff(table[:, column]) > 0)

print(f"electron mass, hole mass (free-electron masses): {mass_e}, {mass_h}")
print(f"reduced mass (free-electron masses): {reduced:.3f}")
print(f"relative permittivity: {epsilon:.0f}")
print(f"polarisation sheet charge (e/A^2): {sigma_A}")
print(f"gap (eV): {gap_eV}")
print(f"polarisation field (eV/A): {field_eVA:.5f}")
print(f"the same field (MV/cm): {field_eVA * 100:.2f}")
print(f"first Airy zero a1 (no unit): {a1:.4f}")
print(f"electron turning distance (A): {a1 / ke * BOHR:.2f}")
print(f"hole turning distance (A): {a1 / kh * BOHR:.2f}")
print(f"crossover width (A): {critical * BOHR:.2f}")
print(f"decay rate of |M|^2 at 60 A, Airy law (1/A): {decay_law:.4f}")
print(f"decay rate of |M|^2 at 60 A, numerical (1/A): {decay_numeric:.4f}")
print(f"finite barriers, ln(M80/M60), numerical: {finite_numeric:.3f}")
print(f"finite barriers, ln(M80/M60), Airy law: {finite_law:.3f}")
print("EMPTY WELL: width (A) | edge (eV) | |M|^2 | Airy-law |M|^2")
for width_A in (20.0, 30.0, 40.0, 50.0, 60.0, 80.0, 100.0):
    energy, overlap = bare_well(width_A, field, mass_e, mass_h)[:2]
    law = "not applicable"
    if width_A / BOHR > critical:
        law = f"{airy_overlap(width_A, field, mass_e, mass_h)**2:.3e}"
    print(f"{width_A:.0f} | {gap_eV + HARTREE * energy:.3f} | "
          f"{overlap**2:.3e} | {law}")
print(f"screened well width (A): {screen_width_A:.0f}")
print(f"edge of the same well without field (eV): {edge_flat:.3f}")
print(f"chosen lifetime without field (ns): {lifetime_flat_ns}")
print("SCREENING, part 1: n (1/A^2) | edge (eV) | filling shift (eV) | |M|^2")
for r in rows:
    print(f"{r[0]:.0e} | {r[1]:.4f} | {r[2]:.4f} | {r[3]:.4f}")
print("SCREENING, part 2: n (1/A^2) | separation (A) | drop (eV)"
      " | lifetime (ns) | current (A/cm^2)")
for r in rows:
    print(f"{r[0]:.0e} | {r[4]:.2f} | {r[5]:.4f} | {r[6]:.2f} | {r[7]:.3g}")
print(f"edge blueshift, empty to densest (eV): {rows[-1][1] - rows[0][1]:.4f}")
print(f"blueshift with filling (eV): "
      f"{rows[-1][1] + rows[-1][2] - rows[0][1]:.4f}")
print(f"lifetime ratio, empty to densest: {rows[0][6] / rows[-1][6]:.2f}")
print(f"first-order blueshift per density (eV A^2): "
      f"{shift_law * HARTREE / tiny_A:.1f}")
print(f"densest n over polarisation charge: {densities_A[-1] / sigma_A:.3f}")
print("no test failed")
```

Output:

```
electron mass, hole mass (free-electron masses): 0.2, 1.8
reduced mass (free-electron masses): 0.180
relative permittivity: 10
polarisation sheet charge (e/A^2): 0.0011
gap (eV): 2.9
polarisation field (eV/A): 0.01990
the same field (MV/cm): 1.99
first Airy zero a1 (no unit): 2.3381
electron turning distance (A): 23.04
hole turning distance (A): 11.08
crossover width (A): 34.12
decay rate of |M|^2 at 60 A, Airy law (1/A): 0.3291
decay rate of |M|^2 at 60 A, numerical (1/A): 0.3261
finite barriers, ln(M80/M60), numerical: -4.218
finite barriers, ln(M80/M60), Airy law: -4.214
EMPTY WELL: width (A) | edge (eV) | |M|^2 | Airy-law |M|^2
20 | 3.389 | 8.112e-01 | not applicable
30 | 3.013 | 3.359e-01 | not applicable
40 | 2.786 | 7.240e-02 | 8.560e-02
50 | 2.584 | 7.500e-03 | 8.190e-03
60 | 2.385 | 3.896e-04 | 4.068e-04
80 | 1.987 | 2.039e-07 | 2.065e-07
100 | 1.589 | 1.825e-11 | 1.833e-11
screened well width (A): 40
edge of the same well without field (eV): 3.031
chosen lifetime without field (ns): 1.0
SCREENING, part 1: n (1/A^2) | edge (eV) | filling shift (eV) | |M|^2
0e+00 | 2.7859 | 0.0000 | 0.0724
1e-05 | 2.7881 | 0.0007 | 0.0735
1e-04 | 2.8075 | 0.0066 | 0.0841
3e-04 | 2.8473 | 0.0199 | 0.1126
1e-03 | 2.9468 | 0.0665 | 0.2768
SCREENING, part 2: n (1/A^2) | separation (A) | drop (eV) | lifetime (ns) | current (A/cm^2)
0e+00 | 17.68 | 0.7962 | 15.03 | 0
1e-05 | 17.64 | 0.7930 | 14.79 | 1.08
1e-04 | 17.34 | 0.7648 | 12.84 | 12.5
3e-04 | 16.61 | 0.7060 | 9.45 | 50.8
1e-03 | 13.77 | 0.5471 | 3.72 | 431
edge blueshift, empty to densest (eV): 0.1610
blueshift with filling (eV): 0.2275
lifetime ratio, empty to densest: 4.04
first-order blueshift per density (eV A^2): 222.0
densest n over polarisation charge: 0.909
no test failed
```
